# Leading Quantum Correction to a Hydrogen Jump Rate over a Parabolic Saddle

## Result and conventions

A hydrogen atom of mass \(m\) jumps from a potential well over one saddle of classical height \(V\), measured from the well minimum. Let \(K_0\) and \(K_s\) be the \(3\times3\) matrices of second derivatives of the potential at the minimum and at the saddle. To leading order in \(\hbar^2\), in the harmonic approximation, the quantum rate \(\Gamma\) and the classical rate \(\Gamma_{\rm cl}\) are related by

\[
\frac{\Gamma}{\Gamma_{\rm cl}}\equiv R\simeq 1+L,\qquad
L=\frac{\hbar^2\,(\mathrm{Tr}K_0-\mathrm{Tr}K_s)}{24\,m\,(kT)^2}. \tag{1}
\]

With well frequencies \(\omega_i\) (\(i=1,2,3\)), transverse saddle frequencies \(\Omega_j\) (\(j=1,2\)) and unstable saddle mode of magnitude \(\omega_b\), this is

\[
L=\frac{\hbar^2}{24(kT)^2}\Big(\omega_b^2+\sum_i\omega_i^2-\sum_j\Omega_j^2\Big), \tag{2}
\]

because \(\mathrm{Tr}K_0/m=\sum_i\omega_i^2\) and \(\mathrm{Tr}K_s/m=\sum_j\Omega_j^2-\omega_b^2\).

The first term is the Wigner tunnelling correction. Alone, it corrects a rate whose bound modes are already quantized; a classical rate needs all three terms. The transmission and transverse factors are expanded about the saddle, the reactant factor about the well minimum.

The assumptions are a thermal population in the well, a single adiabatic potential surface, host atoms held fixed, no recrossing, and independent jumps. The expansion needs \(\hbar\omega/kT\) small for every mode, and the harmonic approximation needs both \(kT\) and every quantum \(\hbar\omega\) to be small against \(V\). Rates refer to one path; equivalent paths add.

The algebra uses atomic units, \(\hbar=1\), with \(\beta=1/kT\), \(u_b=\beta\omega_b\), and \(u=\beta\omega\) for a bound mode.

## Classical reference rate

Let \(s\) be the coordinate along the unstable mode, with \(s=0\) at the saddle. The classical rate is the one-way thermal flux through \(s=0\) divided by the well partition function. The momentum along \(s\) contributes

\[
\int_0^\infty \frac{p}{m}\,e^{-\beta p^2/2m}\,dp=\frac1\beta .
\]

With phase-space measure \(dx\,dp/2\pi\), a harmonic mode contributes

\[
\int\frac{dx\,dp}{2\pi}\,e^{-\beta(p^2/2m+m\omega^2x^2/2)}
=\frac1{2\pi}\sqrt{\frac{2\pi m}{\beta}}\sqrt{\frac{2\pi}{\beta m\omega^2}}
=\frac1{\beta\omega}. \tag{3}
\]

There are two such factors in the numerator and three in the denominator, so the powers of \(\beta\) cancel:

\[
\Gamma_{\rm cl}=\frac{1}{2\pi\beta}\,e^{-\beta V}
\frac{\prod_i\beta\omega_i}{\prod_j\beta\Omega_j}
=\frac1{2\pi}\frac{\prod_i\omega_i}{\prod_j\Omega_j}\,e^{-\beta V}. \tag{4}
\]

## Quantum rate

In one transverse channel, states moving towards the barrier have density \(dp/2\pi\) per unit length and speed \(v=dE/dp\). Their flux is \(v\,dp/2\pi=dE/2\pi\). Weighting by the Boltzmann factor and the transmission probability \(P\), and summing over transverse levels, gives

\[
\Gamma=\frac{1}{2\pi Q_r}\sum_{n_1,n_2}\int dE\,e^{-\beta E}P(E-V-E_{n_1n_2}),\qquad
E_{n_1n_2}=\sum_j\Omega_j(n_j+\tfrac12), \tag{5}
\]

where \(Q_r\) is the quantum partition function of the well. Near a quadratic saddle the normal modes separate, so \(P\) depends only on the energy left for the unstable mode.

### Transmission through the parabola

Measure length in units of \((m\omega_b)^{-1/2}\), and let \(\varepsilon\) be the energy relative to the barrier top in units of \(\omega_b\). Then

\[
\psi''+(x^2+2\varepsilon)\psi=0 .
\]

Insert \(\psi\sim x^{\sigma}e^{ix^2/2}\) at large \(x\). The terms in \(x^{\sigma+2}\) cancel, and those in \(x^\sigma\) require \(i(2\sigma+1)+2\varepsilon=0\), hence \(\sigma=i\varepsilon-\tfrac12\). For \(x>0\) this wave moves to the right. It is the transmitted wave, with amplitude \(t\).

To reach the left side, set \(x=|x|e^{i\varphi}\) and let \(\varphi\) run from 0 to \(\pi\) at large \(|x|\). Since \(|e^{ix^2/2}|=e^{-|x|^2\sin(2\varphi)/2}\), the solution decays for \(0<\varphi<\pi/2\). A solution that decays in one sector keeps its asymptotic form in the adjacent sectors, so this form holds for \(\pi/2<\varphi<\pi\), where it is the growing exponential. Its coefficient can therefore be followed to \(\varphi=\pi\). The other exponential is negligible in that sector, so its coefficient, the incident amplitude, is not obtained this way.

At \(\varphi=\pi\) the followed term is \(e^{i\pi\sigma}|x|^\sigma e^{i|x|^2/2}\), which moves to the left and is the reflected wave. Thus

\[
\frac rt=e^{i\pi(i\varepsilon-1/2)}=-i\,e^{-\pi\varepsilon}. \tag{6}
\]

Flux conservation, \(|r|^2+|t|^2=1\) for unit incident amplitude, supplies the missing condition:

\[
P=|t|^2=\frac1{1+e^{-2\pi\varepsilon}}. \tag{7}
\]

Numerical integration of the wave equation at \(\varepsilon=-0.3\) gives \(r/t=-2.566\,i\) and \(P=0.1318\), in agreement with (6) and (7).

### Thermal average

Define \(\kappa\) as the thermal average of \(P\) relative to a classical step at the barrier top, and put \(y=2\pi\varepsilon\), \(a=u_b/2\pi\):

\[
\kappa=u_b\int_{-\infty}^{\infty}\frac{e^{-u_b\varepsilon}}{1+e^{-2\pi\varepsilon}}\,d\varepsilon
=\frac{u_b}{2\pi}\,I,\qquad
I=\int_{-\infty}^{\infty}\frac{e^{-ay}}{1+e^{-y}}\,dy .
\]

The integrand behaves as \(e^{-ay}\) for \(y\to\infty\) and as \(e^{(1-a)y}\) for \(y\to-\infty\), so convergence requires \(0<a<1\), that is \(u_b<2\pi\). Shifting \(y\) by \(2\pi i\) multiplies the integrand by \(e^{-2\pi ia}\). The strip between the two lines contains one pole, at \(y=i\pi\), with residue \(e^{-i\pi a}\). Therefore

\[
(1-e^{-2\pi ia})I=2\pi i\,e^{-i\pi a}
\;\Rightarrow\; I=\frac{\pi}{\sin\pi a},\qquad
\kappa=\frac{u_b/2}{\sin(u_b/2)}=1+\frac{u_b^2}{24}+O(u_b^4). \tag{8}
\]

The integral should start at the reactant ground level, not at \(-\infty\). Let the lowest saddle channel lie \(\Delta=V+\tfrac12\sum_j\Omega_j-\tfrac12\sum_i\omega_i>0\) above that level. Since \(P<e^{2\pi\varepsilon}\), the spurious part of \(\kappa\) is less than

\[
\beta\int_{-\infty}^{-\Delta}e^{(2\pi/\omega_b-\beta)E}\,dE
=\frac{\beta}{2\pi/\omega_b-\beta}\,e^{-(2\pi/\omega_b-\beta)\Delta}. \tag{9}
\]

Higher channels have a larger \(\Delta\) and a smaller bound. The extension fails as \(u_b\) approaches \(2\pi\), where tunnelling far below the top dominates and the real barrier shape matters.

### Bound modes and assembly

A quantum oscillator has

\[
Q=\sum_{n\ge0}e^{-u(n+1/2)}=\frac{1}{2\sinh(u/2)},\qquad
\frac{Q}{Q_{\rm cl}}=\frac{u/2}{\sinh(u/2)}, \tag{10}
\]

with \(Q_{\rm cl}=1/u\) from (3). In (5) each energy integral equals \(\kappa e^{-\beta(V+E_{n_1n_2})}/\beta\), and the sum over channels gives the transverse partition functions. Dividing by (4),

\[
R=\frac{u_b/2}{\sin(u_b/2)}\;
\prod_{i}\frac{\sinh(\beta\omega_i/2)}{\beta\omega_i/2}\;
\prod_{j}\frac{\beta\Omega_j/2}{\sinh(\beta\Omega_j/2)} . \tag{11}
\]

The well factors are inverted because \(Q_r\) is in the denominator of the rate. This fixes the signs in (2).

## Expansion and its next term

Use the products \(\sinh z/z=\prod_{n\ge1}(1+z^2/n^2\pi^2)\) and \(\sin z/z=\prod_{n\ge1}(1-z^2/n^2\pi^2)\). With \(z=\beta\omega/2\) and \(\nu_n=2\pi n/\beta\), one has \(z^2/n^2\pi^2=\omega^2/\nu_n^2\). The unstable mode has eigenvalue \(-\omega_b^2\) of \(K_s/m\), so (11) becomes

\[
R=\prod_{n\ge1}\frac{\det(1+K_0/m\nu_n^2)}{\det(1+K_s/m\nu_n^2)} .
\]

Now expand \(\ln\det(1+A)=\mathrm{Tr}A-\tfrac12\mathrm{Tr}A^2+\dots\), with the sums

\[
\sum_{n\ge1}\frac1{\nu_n^2}=\frac{\beta^2}{4\pi^2}\frac{\pi^2}{6}=\frac{\beta^2}{24},\qquad
\sum_{n\ge1}\frac1{\nu_n^4}=\frac{\beta^4}{16\pi^4}\frac{\pi^4}{90}=\frac{\beta^4}{1440}.
\]

The result is

\[
\ln R=L+F+O(\beta^6),\qquad
F=\frac{\beta^4}{2880\,m^2}\big(\mathrm{Tr}K_s^2-\mathrm{Tr}K_0^2\big). \tag{12}
\]

Exponentiating gives \(R=1+L+(\tfrac12L^2+F)+O(\beta^6)\), which proves (1) and supplies its first error term. The series for \(\ln R\) converges when \(\beta\omega<2\pi\) for every mode, the stiffest well mode included.

## Physical reading and the low-temperature limit

The well part of (1) also follows from a smearing argument, which covers anharmonic wells. In one dimension, write the partition function as an integral over closed imaginary-time paths \(\bar x+\xi(\tau)\) of duration \(\beta\), where \(\bar x\) is the time average. With \(\xi=\sum_{n\ne0}a_ne^{i\nu_n\tau}\), the kinetic weight of each pair \(\pm n\) is \(e^{-\beta m\nu_n^2|a_n|^2}\), so

\[
\langle|a_n|^2\rangle=\frac1{\beta m\nu_n^2},\qquad
\langle\xi^2\rangle=\frac{2}{\beta m}\sum_{n\ge1}\frac1{\nu_n^2}=\frac{\beta}{12m}.
\]

The term linear in \(\xi\) integrates to zero over the path. The quadratic term multiplies \(e^{-\beta V(\bar x)}\) by \(1-\tfrac12\beta V''\langle\xi^2\rangle\), and hence

\[
\frac{Q}{Q_{\rm cl}}=1-\frac{\beta^2}{24m}\langle V''\rangle_{\rm cl}+O(\hbar^4), \tag{13}
\]

where the average is the classical thermal one. Diagonalization of the quartic well \(\tfrac12x^2+0.02x^4\) at \(\beta=0.3\), in units \(\hbar=m=1\), gives 1.540 for \(24(1-Q/Q_{\rm cl})/\beta^2\), against a mean curvature of 1.544. The curvature at the minimum is 1 in this model, so an anharmonic well needs the average.

In three dimensions smearing raises the effective potential by \(\tfrac12\langle\xi^2\rangle\mathrm{Tr}K\). Applied at both stationary points, it lowers the barrier by \(kT\,L\), which reproduces (1). The leading correction is negative if \(\mathrm{Tr}K_s>\mathrm{Tr}K_0\): at this order, confinement at the saddle then outweighs tunnelling and the well modes. Higher orders can reverse the sign on cooling.

When all bound modes have \(u\gg1\) while \(u_b<2\pi\), \(\sinh(u/2)\to e^{u/2}/2\) and (11) with (4) gives

\[
\Gamma\to\kappa\,\frac{kT}{2\pi\hbar}\,e^{-\Delta/kT}. \tag{14}
\]

Quantization of the bound modes then shifts the activation energy by zero-point energies and replaces the classical prefactor of (4) by \(kT/2\pi\hbar\). No truncated power series in \(\beta\) reproduces this exponential shift.

## Anharmonic correction to the barrier factor

Barrier anharmonicity also enters at order \(\hbar^2\). The barrier \(V\,\mathrm{sech}^2(x/a)\) shows its size. Set \(m=a=1\) temporarily, \(k=\sqrt{2E}\), \(\xi=\tanh x\), \(z=(1-\xi)/2\) and \(s=-\tfrac12+iq\) with \(q=\tfrac12\sqrt{8V-1}\), so that \(s(s+1)=-2V\). Writing \(\psi=(1-\xi^2)^{-ik/2}w\) turns the wave equation into the hypergeometric equation for \(w=F(A,B;C;z)\), with

\[
A=\tfrac12-i(k+q),\quad B=\tfrac12-i(k-q),\quad C=1-ik .
\]

This solution is purely outgoing at \(x\to\infty\), where \(z\to0\). At \(x\to-\infty\) the connection formula from \(z=0\) to \(z=1\) gives the incident amplitude \(\Gamma(C)\Gamma(-ik)/[\Gamma(A)\Gamma(B)]\), where \(\Gamma(\cdot)\) is the gamma function. With \(|\Gamma(\tfrac12+iy)|^2=\pi/\cosh\pi y\) and \(|\Gamma(1-ik)\Gamma(-ik)|^2=\pi^2/\sinh^2\pi k\),

\[
P=\frac{\sinh^2\pi k}{\cosh\pi(k+q)\cosh\pi(k-q)}
=\frac{\sinh^2\pi k}{\sinh^2\pi k+\cosh^2\pi q}.
\]

Restore \(m\) and \(a\). The top curvature gives \(\omega_b^2=2V/ma^2\). Defining \(\alpha=2\pi V/\omega_b\), one finds \(\pi k\to\alpha\sqrt{E/V}\) and \(\pi q\to d=\sqrt{\alpha^2-\pi^2/4}\). For large \(\alpha\), up to exponentially small terms, \(P=1/(1+e^y)\) with \(y=2(d-\alpha\sqrt{E/V})\). Solving for the energy,

\[
\frac EV=\Big(\frac{d}{\alpha}-\frac{y}{2\alpha}\Big)^2
=1-\frac{\pi^2}{4\alpha^2}-\frac y\alpha+\frac{y^2}{4\alpha^2}+O(\alpha^{-3}).
\]

Integration by parts, with \(P(0)=0\), turns \(\kappa=\beta\int P\,e^{-\beta(E-V)}dE\) into the average of \(e^{-\beta(E-V)}\) over the even, normalized weight \(e^y/(1+e^y)^2\), for which \(\langle y^2\rangle=\pi^2/3\). To order \(\alpha^{-2}\),

\[
\kappa=1+\beta V\Big(\frac{\pi^2}{4\alpha^2}-\frac{\pi^2}{12\alpha^2}\Big)+\frac{\beta^2V^2}{2}\frac{\pi^2}{3\alpha^2}
=1+\frac{u_b^2}{24}\Big(1+\frac{kT}{V}\Big), \tag{15}
\]

using \(\pi^2/\alpha^2=\omega_b^2/4V^2\). Evaluation at \(u_b=0.2\) gives 1.101 for the bracket at \(kT/V=0.1\) and 1.201 at 0.2. The parabolic term is thus leading in a joint sense: small \(u_b\) and small \(kT/V\). The reference rate (4) has classical anharmonic errors of its own, also of relative order \(kT/V\).

## Worked example

The parameters are round model values and represent no particular material: \(K_0=\mathrm{diag}(40,3,2)\) eV/Å\(^2\), with one stiff, bond-like stretch, \(V=1\) eV, and

\[
K_s=\begin{pmatrix}4&8&0\\8&4&0\\0&0&4\end{pmatrix}\ \text{eV/Å}^2 .
\]

The eigenvalues of \(K_s\) are \(-4\), 4 and 12 eV/Å\(^2\), so there is one unstable mode. The traces, 45 and 12 eV/Å\(^2\), need no diagonalization. With \(\hbar^2/m=0.004148\) eV Å\(^2\), the quanta are 0.0911, 0.1115 and 0.4073 eV in the well, 0.1288 and 0.2231 eV across the saddle, and 0.1288 eV for the barrier. The stretch quantum is not small against \(V\), so the numbers below compare the harmonic formulas with one another; a real well this shallow would need an anharmonic treatment of the stretch.

At \(kT=0.10\) eV (1160 K),

\[
L=\frac{0.004148\times33}{24\times0.10^2}=0.570 .
\]

The barrier contributes 0.069, the well 0.778 and the transverse saddle modes \(-0.277\). The stretch alone gives 0.691, ten times the barrier part, so the largest contribution here is quantization of the reactant, not tunnelling.

The classical rate follows from (4):

\[
\hbar\Gamma_{\rm cl}=\frac{0.0911\times0.1115\times0.4073}{2\pi\times0.1288\times0.2231}\,e^{-10}\ \text{eV}
=1.04\times10^{-6}\ \text{eV},
\]

or \(1.58\times10^9\) s\(^{-1}\). The leading formula raises it to \(2.48\times10^9\) s\(^{-1}\), and the full harmonic factor \(R=1.654\) to \(2.61\times10^9\) s\(^{-1}\). Equation (1) is therefore 5% below (11). The next terms, \(\tfrac12L^2+F=0.163-0.086=0.077\), account for most of the difference of 0.084.

Since \(\Gamma_{\rm cl}\propto m^{-1/2}\) and \(L\propto1/m\), the H/D rate ratio is \(\sqrt{m_D/m_H}\,(1+L_H)/(1+L_D)\). It is 1.41 classically, 1.73 with the leading correction and 1.79 with the full harmonic factor.

| \(kT\) (eV) | \(1+L\) | Wigner × bound | \(R\) |
|---|---|---|---|
| 0.20 | 1.143 | 1.147 | 1.147 |
| 0.10 | 1.570 | 1.649 | 1.654 |
| 0.05 | 3.28 | 4.79 | 5.04 |
| 0.03 | 7.3 | 25.6 | 37.1 |

The third column combines \(1+u_b^2/24\) with the unexpanded bound-mode factors of (11). At 0.05 eV the leading formula is 35% below \(R\), while this combination is 5% below. The series (12) no longer converges at this temperature: it needs \(kT\) above the stretch quantum divided by \(2\pi\), which is 0.065 eV. At 0.03 eV the Wigner factor itself is too small, 1.77 against 2.56.

## Use in a calculation

Equation (1) serves as a quick high-temperature estimate from two traces. In the example it is 5% low at \(kT=0.10\) eV but five times too small at 0.03 eV. Once the frequencies are known, (11) costs nothing more and is the better choice within the harmonic model, provided three checks are met.

- \(K_s\) must have one negative eigenvalue and \(K_0\) none.
- \(kT\) must lie well above \(\hbar\omega_b/2\pi\), here 0.0205 eV (238 K), where (8) diverges. Near and below it, a treatment of the whole barrier is required.
- The bound (9) must be small. Here \(\Delta=1+0.176-0.305=0.871\) eV, and at \(kT=0.03\) eV the bound is a few times \(10^{-6}\). A direct evaluation of (5) from explicit levels, starting at the reactant ground level, agrees with (11) within the tested \(10^{-4}\) at 0.10 and 0.03 eV.

These checks concern the harmonic model. They do not measure the error from anharmonicity, host motion or recrossing. A small bound (9) does not make the barrier shape irrelevant: a \(\mathrm{sech}^2\) barrier with the same \(V\) and \(\omega_b\) has \(\kappa\) about 0.6% above the parabolic value at 0.10 and 0.05 eV, but 2.46 instead of 2.56, 4% below it, at 0.03 eV. There \(u_b\approx4.3\), and the small-\(u_b\) result (15) no longer gives the sign of the change. The numerical output lists the remaining values.

## Calculated quantities

```
Inputs
well Hessian diagonal (eV/A^2): [40.  3.  2.]
saddle Hessian rows (eV/A^2): [[4.0, 8.0, 0.0], [8.0, 4.0, 0.0], [0.0, 0.0, 4.0]]
saddle Hessian eigenvalues (eV/A^2): [-4.  4. 12.]
traces, well and saddle (eV/A^2): 45.0 12.0
barrier height (eV): 1.00
hbar^2/m for H (eV A^2): 0.004148
hbar^2/m for D (eV A^2): 0.002075
Mode quanta for H
well (eV): [0.0911 0.1115 0.4073]
transverse saddle (eV): [0.1288 0.2231]
barrier, magnitude (eV): 0.1288
kT where barrier factor diverges (eV): 0.0205
same, as temperature (K): 238
stretch quantum / 2 pi (eV): 0.0648
At kT = 0.10 eV, temperature (K): 1160
leading part, barrier: 0.0691
leading part, well: 0.7777
  of which stiff stretch: 0.6913
leading part, transverse saddle: -0.2765
leading correction, sum: 0.5703
next term in ln R: -0.0858
full harmonic R: 1.6539
hbar*rate, classical (eV): 1.0406e-06
hbar*rate, leading formula (eV): 1.6340e-06
hbar*rate, full harmonic (eV): 1.7210e-06
rate, classical (1/s): 1.5809e+09
rate, leading formula (1/s): 2.4825e+09
rate, full harmonic (1/s): 2.6147e+09
H/D rate ratio, classical: 1.4137
H/D rate ratio, leading: 1.7270
H/D rate ratio, full: 1.7911
Columns: kT (eV), barrier factor, Wigner factor,
  leading 1+sum, Wigner x exact bound modes, full R
0.20 1.0175 1.0173 1.1426 1.1472 1.1475
0.10 1.0726 1.0691 1.5703 1.6485 1.6539
0.05 1.3413 1.2765 3.2812 4.7925 5.0357
0.03 2.5597 1.7681 7.3368 25.5974 37.0580
Checks from direct computation
parabola, energy -0.3 quanta, transmission: 0.13182
parabola, reflected/transmitted: -0.00000 -2.56633i
sech^2 barrier, kT/V = 0.2, 24(kappa-1)/u^2: 1.2009
sech^2 barrier, kT/V = 0.1, 24(kappa-1)/u^2: 1.1011
quartic well, 24(1-Q/Qcl)/beta^2 (model units): 1.5397
quartic well, mean curvature (model units): 1.5442
classical flux / harmonic rate, kT/height 0.005: 0.9984
```
